# Why core and valence orbitals must be localized separately for frozen-core correlation: test program

```python
"""Frozen-core correlation depends on which occupied SUBSPACE is correlated.

Result under test: all-electron MP2 is invariant to every occupied rotation;
frozen-core MP2 and CCSD are invariant to separate core and valence rotations,
but change when core and valence mix. For v' = v cos(theta) + c sin(theta),
    dE/dtheta(0) = 4 sum_jab (2 t_vj^ab - t_vj^ba) (ca|jb), j in valence.
Symbols: c core, v and j valence, a and b virtual orbitals; t MP2 amplitudes;
K[i,j,a,b] = (ia|jb); F Fock matrix. Internal energies are in hartree.
System: benzene, closed-shell RHF; six carbon 1s combinations form the core.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, cc, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
CC_BOND, CH_BOND = 1.39, 1.09
NCORE = 6


def benzene(basis):
    atoms = []
    for k in range(6):
        direction = np.array([np.cos(k*np.pi/3), np.sin(k*np.pi/3), 0.0])
        atoms.append(("C", CC_BOND*direction))
        atoms.append(("H", (CC_BOND + CH_BOND)*direction))
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


def boys(dipole, seed):
    """Foster-Boys localization by pair rotations from a random start."""
    n = dipole.shape[1]
    rng = np.random.default_rng(seed)
    U = np.linalg.qr(rng.normal(size=(n, n)))[0]
    r = U.T @ dipole @ U
    for sweep in range(400):
        total_gain = 0.0
        for i in range(n):
            for j in range(i):
                d = 0.5*(r[:, i, i] - r[:, j, j])
                o = r[:, i, j]
                x, y = d @ d - o @ o, 2*(d @ o)
                gain = np.hypot(x, y) - x
                if gain < 1e-13:
                    continue
                total_gain += gain
                angle = 0.25*np.arctan2(y, x)
                co, si = np.cos(angle), np.sin(angle)
                G = np.array([[co, -si], [si, co]])
                p = [i, j]
                U[:, p] = U[:, p] @ G
                r[:, :, p] = r[:, :, p] @ G
                r[:, p, :] = G.T @ r[:, p, :]
        if total_gain < 1e-10:
            break
    else:
        raise AssertionError("localization did not converge")
    return U, np.einsum("xii,xii->", r, r)


def localizations(mol, mf):
    """Separate and joint localization, as matrices in canonical occupied basis."""
    nocc = mol.nelectron//2
    Co = mf.mo_coeff[:, :nocc]
    dip = Co.T @ mol.intor("int1e_r") @ Co
    separate = np.zeros((nocc, nocc))
    separate[:NCORE, :NCORE] = boys(dip[:, :NCORE, :NCORE], 1)[0]
    separate[NCORE:, NCORE:] = boys(dip[:, NCORE:, NCORE:], 2)[0]
    joint = max((boys(dip, s) for s in (3, 4)), key=lambda z: z[1])[0]
    f_diag = np.einsum("pi,p,pi->i", joint, mf.mo_energy[:nocc], joint)
    order = np.argsort(f_diag)
    return separate, joint[:, order], f_diag[order]


mol, mf = benzene("6-31g")
nocc = mol.nelectron//2
Co, Cv = mf.mo_coeff[:, :nocc].copy(), mf.mo_coeff[:, nocc:]
eo, ev = mf.mo_energy[:nocc], mf.mo_energy[nocc:]
nvir = len(ev)
K = ao2mo.general(mf._eri, (Co, Cv, Co, Cv), compact=False)
K = np.ascontiguousarray(K.reshape(nocc, nvir, nocc, nvir).transpose(0, 2, 1, 3))
vir_sum = ev[:, None] + ev[None, :]


def rotate(X):
    return np.einsum("ip,jq,ijab->pqab", X, X, K, optimize=True)


def contract_energy(t, Kx):
    return 2*np.vdot(t, Kx) - np.vdot(t, Kx.transpose(0, 1, 3, 2))


def denominators(e):
    return vir_sum[None, None] - e[:, None, None, None] - e[None, :, None, None]


def diagonal_energy(Kx, e):
    return contract_energy(-Kx/denominators(e), Kx)


def hylleraas_energy(X):
    """Solve the MP2 amplitude equations in the orbitals X, F not diagonalized."""
    F = X.T @ (eo[:, None]*X)
    Kx = np.ascontiguousarray(rotate(X))
    n = X.shape[1]
    D = denominators(np.diag(F))

    def apply(t):
        left = np.tensordot(F, t, axes=1)
        right = np.matmul(F, t.reshape(n, n, -1)).reshape(t.shape)
        return vir_sum*t - left - right

    t = -Kx/D
    res = -Kx - apply(t)
    z = res/D
    p = z.copy()
    rz = np.vdot(res, z)
    limit = 1e-6*np.linalg.norm(Kx)
    for _ in range(200):
        if np.linalg.norm(res) < limit:
            break
        Ap = apply(p)
        step = rz/np.vdot(p, Ap)
        t += step*p
        res -= step*Ap
        z = res/D
        rz_new = np.vdot(res, z)
        p = z + (rz_new/rz)*p
        rz = rz_new
    else:
        raise AssertionError("amplitude equations did not converge")
    return contract_energy(t, Kx)


# Canonical references, checked against the library implementation.
E_full = diagonal_energy(K, eo)
E_fc = diagonal_energy(K[NCORE:, NCORE:], eo[NCORE:])
assert abs(E_full - mp.MP2(mf).kernel()[0]) < 1e-7
assert abs(E_fc - mp.MP2(mf, frozen=NCORE).kernel()[0]) < 1e-7

# First derivative for mixing the lowest valence orbital with each core orbital.
Kval = K[NCORE:, NCORE:]
t_val = -Kval/denominators(eo[NCORE:])
t_tilde = 2*t_val - t_val.transpose(0, 1, 3, 2)
v = NCORE
slopes = 4*np.einsum("jab,cjab->c", t_tilde[0], K[:NCORE, NCORE:], optimize=True)
c = int(np.argmax(abs(slopes)))
others = np.delete(abs(slopes), c).max()
assert others < 1e-2*abs(slopes[c])      # other core orbitals differ in symmetry
phase = -np.sign(slopes[c])              # positive angle initially lowers E
slope = phase*slopes[c]


def mixing(theta):
    R = np.eye(nocc)
    R[v, v], R[c, v] = np.cos(theta), phase*np.sin(theta)
    R[c, c], R[v, c] = np.cos(theta), -phase*np.sin(theta)
    return R


def closed_form(theta):
    e = eo[NCORE:].copy()
    e[0] = np.cos(theta)**2*eo[v] + np.sin(theta)**2*eo[c]
    return diagonal_energy(rotate(mixing(theta)[:, NCORE:]), e), e[0]


separate, joint, f_joint = localizations(mol, mf)
Uval = separate[NCORE:, NCORE:]
h = 1e-3
E_plus = hylleraas_energy(mixing(h)[:, NCORE:] @ Uval)
E_minus = hylleraas_energy(mixing(-h)[:, NCORE:] @ Uval)
slope_fd = (E_plus - E_minus)/(2*h)
assert abs(slope_fd - slope) < 2e-5
assert E_plus < E_fc < E_minus

angles = [-10, -5, -1, 0, 1, 5, 10, 20, 45, 90]
table = [(a, *closed_form(np.radians(a))) for a in angles]
theta20 = np.radians(20)
R20 = mixing(theta20)
E20 = closed_form(theta20)[0]
assert abs(E20 - hylleraas_energy(R20[:, NCORE:] @ Uval)) < 1e-7
assert all(E_full < row[1] for row in table)

# At one angle, retain the old denominators to isolate the integral effect.
theta10 = np.radians(10)
E10 = closed_form(theta10)[0]
E10_integrals = diagonal_energy(rotate(mixing(theta10)[:, NCORE:]), eo[NCORE:])

# All-electron invariance needs the off-diagonal core-valence Fock coupling.
E_full_rotated = hylleraas_energy(R20)
F20 = R20.T @ (eo[:, None]*R20)
E_no_coupling = diagonal_energy(rotate(R20), np.diag(F20))
assert abs(E_full_rotated - E_full) < 1e-7
assert abs(E_no_coupling - E_full) > 1e-4

# Localization of the two sets separately, and of all occupied orbitals jointly.
E_separate = hylleraas_energy(separate[:, NCORE:])
E_joint = hylleraas_energy(joint[:, NCORE:])
E_joint_full = hylleraas_energy(joint)
Xv = joint[:, NCORE:]
e_semi, W = np.linalg.eigh(Xv.T @ (eo[:, None]*Xv))
E_semi = diagonal_energy(rotate(Xv @ W), e_semi)
assert abs(E_separate - E_fc) < 1e-7
assert abs(E_joint_full - E_full) < 1e-7
assert abs(E_joint - E_semi) < 1e-7
assert abs(E_joint - E_fc) > 1e-4
assert E_full < E_joint
C_joint = Co @ joint
E_hf_joint = mf.energy_tot(dm=2*C_joint @ C_joint.T)
assert abs(E_hf_joint - mf.e_tot) < 1e-7
overlap = joint[:NCORE, :NCORE]
leak = 1 - np.sum(overlap**2)/NCORE
max_angle = np.degrees(np.arccos(np.clip(np.linalg.svd(overlap)[1].min(), 0, 1)))

# The same comparison with CCSD in a minimal basis.
mol_s, mf_s = benzene("sto-3g")
sep_s, joint_s, _ = localizations(mol_s, mf_s)


def ccsd_energy(X):
    C = mf_s.mo_coeff.copy()
    C[:, :nocc] = C[:, :nocc] @ X
    solver = cc.CCSD(mf_s, frozen=NCORE, mo_coeff=C)
    solver.conv_tol, solver.conv_tol_normt = 1e-8, 1e-6
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_corr


cc_can, cc_sep, cc_joint = map(ccsd_energy, (np.eye(nocc), sep_s, joint_s))
assert abs(cc_sep - cc_can) < 2e-6
assert abs(cc_joint - cc_can) > 1e-4

print(f"C-C and C-H distances: {CC_BOND:.2f}, {CH_BOND:.2f} angstrom")
print(f"Occupied, frozen, virtual orbitals (6-31G): {nocc}, {NCORE}, {nvir}")
print(f"All-electron MP2 correlation: {E_full*EV:.4f} eV")
print(f"Canonical frozen-core MP2 correlation: {E_fc*EV:.4f} eV")
print(f"Mixed core orbital energy: {eo[c]*EV:.3f} eV")
print(f"Mixed valence orbital energy: {eo[v]*EV:.3f} eV")
print(f"Slope from formula: {slope*EV:.5f} eV/rad")
print(f"Slope from finite difference: {slope_fd*EV:.5f} eV/rad")
print("Angle (deg), f_v'v' (eV), frozen-core MP2 (eV), change (eV):")
for a, e, f in table:
    print(f"  {a:4d}  {f*EV:10.3f}  {e*EV:10.4f}  {(e-E_fc)*EV:+9.4f}")
print(f"Change at 10 deg, rotated integrals only: {(E10_integrals-E_fc)*EV:+.4f} eV")
print(f"Further change at 10 deg, denominators: {(E10-E10_integrals)*EV:+.4f} eV")
print(f"Fock coupling f_c'v' at 20 deg (magnitude): {abs(F20[c, v])*EV:.3f} eV")
print(f"All-electron MP2 at 20 deg, full Fock: {E_full_rotated*EV:.4f} eV")
print(f"All-electron MP2 at 20 deg, no coupling: {E_no_coupling*EV:.4f} eV")
print(f"HF energy change, joint localization: {abs(E_hf_joint-mf.e_tot)*EV:.1e} eV")
print(f"All-electron MP2, joint localization: {E_joint_full*EV:.4f} eV")
print(f"Frozen-core MP2, separate localization: {E_separate*EV:.4f} eV")
print(f"Frozen-core MP2, joint localization: {E_joint*EV:.4f} eV")
print(f"Joint minus canonical frozen-core MP2: {(E_joint-E_fc)*EV:+.4f} eV")
print(f"The same difference in atomic units: {E_joint-E_fc:+.6f} hartree")
print(f"Highest frozen Fock diagonal, joint: {f_joint[NCORE-1]*EV:.3f} eV")
print(f"Lowest correlated Fock diagonal, joint: {f_joint[NCORE]*EV:.3f} eV")
print(f"Mean valence weight in frozen joint orbitals: {100*leak:.3f} percent")
print(f"Largest angle between frozen spaces: {max_angle:.3f} deg")
print(f"CCSD/STO-3G frozen core, canonical: {cc_can*EV:.4f} eV")
print(f"CCSD/STO-3G frozen core, separate localization: {cc_sep*EV:.4f} eV")
print(f"CCSD/STO-3G frozen core, joint localization: {cc_joint*EV:.4f} eV")
print(f"CCSD joint minus canonical: {(cc_joint-cc_can)*EV:+.4f} eV")
print("verified")
```

It prints:

```
C-C and C-H distances: 1.39, 1.09 angstrom
Occupied, frozen, virtual orbitals (6-31G): 21, 6, 45
All-electron MP2 correlation: -14.2256 eV
Canonical frozen-core MP2 correlation: -14.0028 eV
Mixed core orbital energy: -305.808 eV
Mixed valence orbital energy: -31.424 eV
Slope from formula: -0.09127 eV/rad
Slope from finite difference: -0.09127 eV/rad
Angle (deg), f_v'v' (eV), frozen-core MP2 (eV), change (eV):
   -10     -39.698    -13.8854    +0.1174
    -5     -33.508    -13.9672    +0.0356
    -1     -31.507    -14.0000    +0.0027
     0     -31.424    -14.0028    +0.0000
     1     -31.507    -14.0032    -0.0004
     5     -33.508    -13.9828    +0.0200
    10     -39.698    -13.9145    +0.0883
    20     -63.521    -13.7085    +0.2943
    45    -168.616    -13.3028    +0.7000
    90    -305.808    -13.1056    +0.8972
Change at 10 deg, rotated integrals only: +0.0091 eV
Further change at 10 deg, denominators: +0.0791 eV
Fock coupling f_c'v' at 20 deg (magnitude): 88.185 eV
All-electron MP2 at 20 deg, full Fock: -14.2256 eV
All-electron MP2 at 20 deg, no coupling: -13.9505 eV
HF energy change, joint localization: 6.2e-12 eV
All-electron MP2, joint localization: -14.2256 eV
Frozen-core MP2, separate localization: -14.0028 eV
Frozen-core MP2, joint localization: -13.8689 eV
Joint minus canonical frozen-core MP2: +0.1339 eV
The same difference in atomic units: +0.004919 hartree
Highest frozen Fock diagonal, joint: -304.821 eV
Lowest correlated Fock diagonal, joint: -21.965 eV
Mean valence weight in frozen joint orbitals: 0.343 percent
Largest angle between frozen spaces: 4.317 deg
CCSD/STO-3G frozen core, canonical: -11.4508 eV
CCSD/STO-3G frozen core, separate localization: -11.4508 eV
CCSD/STO-3G frozen core, joint localization: -11.3721 eV
CCSD joint minus canonical: +0.0787 eV
verified
```
